# Average-potential conventions in charged supercells: pseudopotentials and PAW, part 2

Codes that treat the same charged periodic cell with a uniform background can differ in energy by a term proportional to \(q/\Omega\), set by which charge representation has zero average potential. This part treats PAW and the consequences.

Units are SI, \(k=1/4\pi\varepsilon_0\), and cores are frozen. The cell has volume \(\Omega\), \(N\) valence electrons of charge \(-e\), ion charge \(Ze=\sum_aZ_ae\), net charge \(Q=qe\), \(q=Z-N\), and background density \(-Q/\Omega\). \(E[\rho]=\tfrac12\int_\Omega\rho\,\phi\,d^3r\), with \(\phi\) the zero-average potential of \(\rho\), and \([x|y]=k\iint x(\mathbf r)y(\mathbf r')/|\mathbf r-\mathbf r'|\).

Let \(\rho\) be the all-electron (AE) charge and \(\rho=\tilde\rho+\delta\rho\), where \(\delta\rho\) sums atomic pieces \(\delta\rho_a\) with zero charge and multipoles, and potentials \(\delta\phi_a\) (lattice sum \(\delta\phi\)). Then
\[
B_a\equiv\int\delta\phi_a\,d^3r=-\frac{1}{6\varepsilon_0}\int r^2\delta\rho_a\,d^3r,\qquad B=\sum_{a\in\text{cell}}B_a. \tag{2}
\]
\[
E[\rho]=E[\tilde\rho]+W-\frac{QB}{\Omega},\qquad W=\int_\Omega\tilde\rho\,\delta\phi+\tfrac12\int_\Omega\delta\rho\,\delta\phi. \tag{4}
\]
\[
\tilde\phi+\delta\phi=\phi+B/\Omega. \tag{5}
\]
Equivalently, \(W=\tfrac12\int(\rho+\tilde\rho)\,\delta\phi\).

Convention \(X\) uses \(E_X=E[\rho_X]+W_X\), with atomic pieces \(\rho_{X,a}\) of charge \(Z_ae\), \(s_{X,a}=\frac1{6\varepsilon_0}\int r^2\rho_{X,a}\,d^3r\) (\(r\) from nucleus \(a\)) and \(S_X=\sum_as_{X,a}\). For a shared smooth density, energies and eigenvalues \(\varepsilon\) (occupation \(f\)) obey
\[
E_X-E_Y=\frac{Q\,(S_X-S_Y)}{\Omega}. \tag{7}
\]
\[
\varepsilon_X-\varepsilon_Y=-\frac{e\,(S_X-S_Y)}{\Omega}+\frac{Q}{\Omega}\frac{\partial(S_X-S_Y)}{\partial f}. \tag{8}
\]

For pseudopotentials, \(\alpha_a=\int(v_{\mathrm{loc},a}+kZ_ae^2/r)\,d^3r\), and \(\alpha_a/e=\int r^2\rho_{ps,a}/6\varepsilon_0\), where \(\rho_{ps,a}\) is the source of the local potential \(-v_{\mathrm{loc},a}/e\). Convention A represents the ions as point charges, B as \(\rho_{ps,a}\), so \(S_A=0\) and \(S_B=\sum_a\alpha_a/e\). With Hartree, local and point-ion Ewald energies \(E_H\), \(E_{\mathrm{loc}}\), \(E_{\mathrm{Ew}}\) (zero-average potentials),
\[
E_A=E_H+E_{\mathrm{loc}}+E_{\mathrm{Ew}}+\frac N\Omega\sum_a\alpha_a. \tag{9}
\]
\[
E_B=E_H+E_{\mathrm{loc}}+E_{\mathrm{Ew}}+\frac Z\Omega\sum_a\alpha_a. \tag{10}
\]

## PAW

In PAW, \(\tilde\rho\) is the smooth valence charge plus compensation charges. Inside sphere \(a\), with AE and pseudo partial waves \(u_i,\tilde u_i\), projectors \(p_i\) and \(\rho^a_{ij}=\sum_nf_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle\),
\[
\delta\rho_a=Z^{\mathrm{nuc}}_ae\,\delta(\mathbf r)-e\,n_{c,a}-\hat\rho^{\,0}_a-e\sum_{ij}\rho^a_{ij}\big(u_i^*u_j-\tilde u_i^*\tilde u_j-\hat Q_{ij}\big).
\]
Here \(n_c\) is the core density, \(\hat\rho^{\,0}_a\) is the fixed smooth charge of total \(Z_ae\) that stands for nucleus and core, and \(\hat Q_{ij}\) carries the multipoles of \(u_i^*u_j-\tilde u_i^*\tilde u_j\). The compensation charges exist to make all multipoles of \(\delta\rho_a\) vanish, which is the condition for (2). If the partial waves are complete, \(\rho\) and \(\tilde\rho\) equal their one-centre expansions \(\rho^1_a,\tilde\rho^1_a\) wherever \(\delta\phi_a\neq0\), and
\[
W=\sum_a\tfrac12[\rho^1_a+\tilde\rho^1_a|\rho^1_a-\tilde\rho^1_a]=\sum_a\Big(\tfrac12[\rho^1_a|\rho^1_a]-\tfrac12[\tilde\rho^1_a|\tilde\rho^1_a]\Big).
\]
So \(E[\tilde\rho]+W\) is the standard form \(\tilde E+E^1-\tilde E^1\), here called \(E_{PAW}\). It omits the last term of (4), and
\[
E_{AE}=E_{PAW}-\frac{QB}{\Omega},\qquad B=\sum_a\Big(\beta_a+\sum_{ij}\rho^a_{ij}\gamma^a_{ij}\Big). \tag{11}
\]
Inserting \(\delta\rho_a\) in (2), where the nucleus contributes nothing and each minus sign meets the minus sign of (2),
\[
\beta_a=\frac{1}{6\varepsilon_0}\int r^2\big(e\,n_{c,a}+\hat\rho^{\,0}_a\big)d^3r,\qquad
\gamma^a_{ij}=\frac{e}{6\varepsilon_0}\int r^2\big(u_i^*u_j-\tilde u_i^*\tilde u_j-\hat Q_{ij}\big)d^3r. \tag{12}
\]
Both are computed once per dataset on the radial grid. Since \(r^2\) is spherical, \(\gamma_{ij}\) is nonzero only for equal angular quantum numbers and only the monopole part of \(\hat Q_{ij}\) enters. In implementations that treat nucleus plus core as a local potential, \(\hat\rho^{\,0}_a\) is the source of that potential if its \(\alpha\) term is counted with \(Z\) as in (10), and the point charge \(Z_ae\) if it is counted with \(N\) as in (9).

For the Hamiltonian, vary \(-QB/\Omega\) with respect to \(\langle\tilde\psi_n|\). The charge is \(Q=e\big(Z-\sum_nf_n\langle\tilde\psi_n|\hat O|\tilde\psi_n\rangle\big)\) with \(\hat O\) the PAW overlap operator, so
\[
\hat H_{AE}=\hat H_{PAW}+\frac{eB}{\Omega}\hat O-\frac Q\Omega\sum_{a,ij}|p_i\rangle\gamma^a_{ij}\langle p_j|,\qquad
\varepsilon_{AE}=\varepsilon_{PAW}+\frac{eB}\Omega-\frac{Q\gamma}\Omega, \tag{13}
\]
where \(\gamma=\partial B/\partial f\) is the expectation value of the projector sum and the eigenvalue relation holds at fixed orbitals. The constant must multiply \(\hat O\), not the identity; it then shifts all solutions of \(\hat H\tilde\psi=\varepsilon\hat O\tilde\psi\) rigidly. The second term is the replacement \(D_{ij}\to D_{ij}-Q\gamma_{ij}/\Omega\), and it passes into forces and stress with \(D_{ij}\); the stress also needs the explicit volume derivative of \(-QB/\Omega\) at fixed \(B\), which is a pressure \(-QB/\Omega^2\). If the total energy is assembled from the band sum, that sum contains \(NeB/\Omega-(Q/\Omega)\sum\rho_{ij}\gamma_{ij}\), while the energy needs \(-QB/\Omega\). The difference to be added is \(-(Q+Ne)B/\Omega+(Q/\Omega)\sum\rho_{ij}\gamma_{ij}=-ZeB/\Omega+(Q/\Omega)\sum\rho_{ij}\gamma_{ij}\).

The \(\gamma\) term changes the orbitals. The energy is stationary, so applying (11) after convergence with the old orbitals errs at second order in the perturbation, \((q/\Omega)^2\) per atom. The perturbation acts on every atom, so the error for the cell scales as \(q^2/\Omega\) and vanishes for large cells.

The AE convention is distinguished by being free of construction parameters such as radii and shape functions, so two datasets with the same frozen core and complete partial waves agree in it. It does not give an absolute energy scale: the background is fictitious, and the average potential of a real crystal relative to vacuum depends on its surface.

## Formation energy, alignment and pressure

For a Fermi level at the valence-band maximum, \(E_f=E(D,q)-E(\text{bulk})-\sum_\nu n_\nu\mu_\nu+q\,\varepsilon_{VBM}\). The bulk cell and the reservoirs are neutral, so by (7) their energies are common to all conventions, and in (8) for the bulk only the first term survives. Let \(\Delta S=S_X-S_Y\), evaluated in the defect cell (\(D\)) and in a bulk cell of the same volume (0). Then
\[
E_f^X-E_f^Y=\frac{qe\,\Delta S_D}{\Omega}-\frac{qe\,\Delta S_0}{\Omega}=\frac{qe\,(\Delta S_D-\Delta S_0)}{\Omega}. \tag{14}
\]
The extensive parts cancel. What remains comes from atoms added, removed or changed near the defect, and from the response of distant atoms to the background. That response is of order \(q/\Omega\) per atom, so its sum over the cell stays finite, and the remainder in (14) falls as \(1/\Omega\). For a vacancy whose remaining atoms all keep their bulk values of \(s_{X,a}\) and \(s_{Y,a}\) it is \(-qe\,\Delta s/\Omega\) with \(\Delta s\) that of the missing atom.

Potential alignment removes the remainder when both conventions are evaluated on the same density, as (7) and (14) assume. Outside the atomic regions \(\delta\phi=0\), and (5) gives \(\phi_X-\phi_Y=\Delta S/\Omega\). The alignment term \(q\,[-e(\phi_D-\phi_0)]\), taken far from the defect, therefore changes by \(-qe(\Delta S_D-\Delta S_0)/\Omega\), which cancels (14). This requires the aligned potential to be the one that belongs to the energy. If each convention is converged separately, the \(\gamma\) term of (13) changes \(\rho_{ij}\) on every atom by an amount of order \(q/\Omega\). The energy follows this change only at second order while the aligned potential follows it at first order, so a term of order \(q^2/\Omega\) survives the alignment.

At fixed \(S\), (7) gives \(P_X-P_Y=-\partial_\Omega(Q\Delta S/\Omega)=Q\Delta S/\Omega^2\); a volume dependence of \(\rho_{ij}\) adds \(-(Q/\Omega)\,\partial_\Omega\Delta S\). A cell at volume \(\Omega\) with residual pressure \(P\) and bulk modulus \(K\) has energy \(-P\,\delta\Omega+K\,\delta\Omega^2/2\Omega\) to second order, with minimum at \(\delta\Omega=P\Omega/K\). To first order, at fixed \(S\) and with the same \(K\) in all conventions, the relaxation volume thus changes by \(Q\Delta S/\Omega K\), which stays finite for large cells. The volume dependence of \(\rho_{ij}\) adds \(-(Q/K)\,\partial_\Omega\Delta S\), which also stays finite because \(\Delta S\) is extensive; the example below holds \(S\) fixed and omits it. If the reference convention is at zero pressure, the neglected change of curvature is a relative correction of about \(-2\delta\Omega/\Omega\), between 2.5% and 4% in magnitude for the PAW differences in the example below. The anharmonicity of the crystal, also neglected, gives about \(+\tfrac12(K'+1)\,\delta\Omega/\Omega\) with \(K'=dK/dP\); for \(K'\approx4\) the two largely cancel and leave about 1%. It has meaning only together with the volume derivative of \(q\,\varepsilon_{VBM}\) in the same convention, since by (14) the extensive parts cancel at every volume.

The results fail or need extra terms when PAW spheres overlap, so that the one-centre form of \(W\) is no longer exact; when compensation multipoles are truncated, so that \(\delta\phi_a\) leaks out of its sphere; when cores relax, so that \(\beta_a\) becomes a variable; and when the compensating charge is not uniform, in which case \(-QB/\Omega\) becomes \(\int\rho_{bg}\,\delta\phi\). For charged slabs with vacuum the identities hold, but \(S/\Omega\) is no longer a bulk property. A nonlinear core correction enters exchange-correlation only and must not be counted in \(S\).

## Worked example

The model is \(V_O^{2+}\) in a \(2\times2\times2\) rock-salt cell with 32 Mg and 31 O. All parameters are chosen inputs, among them \(a=4.21\) Å and \(K=160\) GPa (MgO has a lattice constant of about 4.2 Å and a bulk modulus of this size). Then \(\Omega=(2a)^3=596.948\) Å\(^3=5.96948\times10^{-28}\) m\(^3\), and \(e^2/6\varepsilon_0=30.1585\) eV Å. Shifts are relative to convention A. A value of \(s\) in V Å\(^3\) equals \(es\) in eV Å\(^3\).

For B, the local potential has the Bachelet–Hamann–Schlüter form \(-kZ_ae^2\sum_ic_i\,\mathrm{erf}(r/\sqrt2\sigma_i)/r\), whose source is two Gaussians, so \(\alpha_a=(e^2/6\varepsilon_0)\,Z_a\cdot3\sum_ic_i\sigma_i^2\). For Mg (\(Z_a=2\)), \(3.5(0.30)^2-2.5(0.40)^2=-0.0850\) Å\(^2\) and \(\alpha=30.1585\times6\times(-0.0850)=-15.381\) eV Å\(^3=-2.4643\times10^{-48}\) J m\(^3\). For O (\(Z_a=6\)), \(1.4(0.16)^2-0.4(0.24)^2=0.0128\) Å\(^2\) and \(\alpha=30.1585\times18\times0.0128=6.9485\) eV Å\(^3\).

For PAW, \(\hat\rho^{\,0}\) is a Gaussian of width 0.40 Å (Mg) or 0.30 Å (O), so \(s_{Mg}=30.1585\times2\times3\times0.16=28.952\) and \(s_O=30.1585\times6\times3\times0.09=48.857\) V Å\(^3\).

For AE, the cores are Slater shells with radial density \(\propto r^{2m}e^{-2\zeta r}\). From \(\int_0^\infty r^pe^{-2\zeta r}dr=p!/(2\zeta)^{p+1}\), \(\langle r^2\rangle=(2m+2)(2m+1)/4\zeta^2\), which is \(3/\zeta^2\) for \(m=1\) and \(7.5/\zeta^2\) for \(m=2\). With exponents from Slater's rules and \(a_0=0.529177\) Å, Mg has \((2\times3/11.7^2+8\times7.5/3.925^2)a_0^2=1.10290\) Å\(^2\) and O has \((2\times3/7.7^2)a_0^2=0.02834\) Å\(^2\). The core charge is negative, so \(s_{\mathrm{core}}=-33.262\) and \(-0.855\) V Å\(^3\). Slater shells are too compact for Mg. Hartree–Fock and LDA cores of the free atom give 1.34 and 1.38 Å\(^2\) (def2-TZVP and def2-QZVP agree to 0.002 Å\(^2\)), that is \(s_{\mathrm{core}}\approx-40.3\) and \(-41.5\) V Å\(^3\), which would lower the AE energy entry below by 0.76 to 0.88 eV. For O the change is below 0.01 eV. On O the AE valence density exceeds the smooth one by 0.5 times the difference of unit Gaussians of widths 0.25 and 0.45 Å, giving \(s_{\mathrm{val}}=-30.1585\times0.5\times3\times(0.0625-0.2025)=6.333\) and \(s_O=-0.855+6.333=5.479\) V Å\(^3\) within rounding. The vacancy level is empty at \(q=2\) and adds nothing.

For B, \(S_D=32(-15.3809)+31(6.9485)=-276.8\) and \(S_0=32(-15.3809+6.9485)=-269.8\) V Å\(^3\). The VBM shift is \(+269.83/596.948=0.4520\) eV, the energy shift is \(2(-276.78)/596.948=-0.9273\) eV, and the formation energy changes by \(-0.9273+2(0.4520)=-0.0233\) eV, equal to \(-2(6.9485)/596.948\). The pressure shift is the energy shift over the volume, \(-0.9273\times1.602\times10^{-19}/5.969\times10^{-28}\) Pa \(=-0.2489\) GPa, and the volume shift is \(-0.2489\times596.948/160=-0.929\) Å\(^3\). The other conventions follow in the same way.

| Shift from A | B | PAW | AE |
|---|---|---|---|
| \(S_D\) (V Å\(^3\)) | −276.78 | 2441.03 | −894.54 |
| \(S_0\) (V Å\(^3\)) | −269.83 | 2489.89 | −889.06 |
| \(\varepsilon_{VBM}\) (eV) | 0.4520 | −4.1710 | 1.4893 |
| \(E(D,q)\) (eV) | −0.9273 | 8.1784 | −2.9970 |
| \(E_f\), 64 sites (eV) | −0.0233 | −0.1637 | −0.0184 |
| \(E_f\), 216 sites (eV) | −0.0069 | −0.0485 | −0.0054 |
| \(E_f\), 512 sites (eV) | −0.0029 | −0.0205 | −0.0023 |
| \(P\) (GPa) | −0.2489 | 2.1950 | −0.8044 |
| \(\delta\Omega\) (Å\(^3\)) | −0.929 | 8.190 | −3.001 |

The PAW correction has \(B=2441.03+894.54=3335.57\) V Å\(^3\), \(B/\Omega=5.5877\) V and \(E_{AE}-E_{PAW}=-2\times5.5877=-11.1754\) eV \(=-1.7905\times10^{-18}\) J. The pseudopotential correction is \(E_{AE}-E_B=-2.9970+0.9273=-2.0697\) eV. The raw disagreement \(8.1784+0.9273=9.1057\) eV equals \(11.1754-2.0697\), as it must, because both corrections lead to the same AE energy. Used consistently, PAW and B differ in \(E_f\) by only \(-0.1637+0.0233=-0.1404\) eV at 64 sites, while a PAW total energy combined with a B eigenvalue departs from the B result by the full 9.1057 eV. The relaxation volumes of PAW and AE differ by \(8.190+3.001=11.19\) Å\(^3\), more than the volume per site, \(596.948/64=9.33\) Å\(^3\). The closeness of the B and AE residuals comes from the chosen O parameters, which give similar \(s_O\); the Mg values, \(-15.38\) and \(-33.26\) V Å\(^3\), differ by about a factor of two.

## What the numerical check tests

The numerical check below compares (2) with radial Poisson quadrature for the cores and for \(\alpha_a\), confirms that the Ewald energy is independent of the width, and obtains the simple-cubic jellium Madelung constant 2.83729748. It then builds an 8-site cell with an O vacancy from Gaussian charges and evaluates the definitions by reciprocal sums and the local terms by real-space erfc sums, for \(q=0,1,2\) and two volumes, to \(10^{-6}\) eV. At \(L=4.210\) Å and \(q=2\), \(E_B-E_A=-1.090289\) eV and \(E_{AE}-E_{PAW}=-7.623294\) eV, each equal to its formula; the offset (5) is tested with a probe charge. In this cell nucleus and core are narrow Gaussians, so its \(B/\Omega\) is not that of the example. The PAW term is not linear in \(q\): half of 7.623294 is 3.811647, against 3.789822 eV at \(q=1\), and the difference 0.021825 eV is the \(\gamma\) contribution of the vacancy orbital. A finite difference in occupation gives \(-9.862977\) eV, matching (13): \(-13.674624+3.789822+0.021825\). The bulk shift \(\varepsilon_B-\varepsilon_A=0.452024\) eV is the same as in the 64-site cell, while the residual \(-0.186242\) eV is eight times larger. A finite difference in volume gives \(P_B-P_A=-2.3410\) GPa, as does \(Q\Delta S/\Omega^2\). All tests use rigid model densities, so the second-order orbital relaxation is not tested.

## Computed values

```
Model 8-site cell with O vacancy (definition vs formula, eV)
sc jellium Madelung constant = 2.83729748
L=4.210 A q=0: EB-EA=-0.000000 vs -0.000000; AE-PAW=-0.000000 vs 0.000000
L=4.210 A q=1: EB-EA=-0.545145 vs -0.545145; AE-PAW=-3.789822 vs -3.789822
L=4.210 A q=2: EB-EA=-1.090289 vs -1.090289; AE-PAW=-7.623294 vs -7.623294
L=4.631 A q=0: EB-EA=-0.000000 vs -0.000000; AE-PAW=-0.000000 vs 0.000000
L=4.631 A q=1: EB-EA=-0.409575 vs -0.409575; AE-PAW=-2.847349 vs -2.847349
L=4.631 A q=2: EB-EA=-0.819150 vs -0.819150; AE-PAW=-5.727493 vs -5.727493
Janak q=1: dE_AE/df=-9.862977 eV, eps_PAW=-13.674624 eV
  eB/Omega=3.789822 eV, -Q gamma/Omega=0.021825 eV
bulk epsB-epsA=0.452024 eV; Ef residual=-0.186242 eV
P_B-P_A: finite diff -2.3410 GPa, formula -2.3410 GPa
Worked example: V_O q=+2, 32 Mg + 31 O
a=4.21 A, Omega=596.948 A^3=5.96948e-28 m^3, K=160 GPa
e^2/(6 eps0)=30.1585 eV A; a0=0.529177 A
Mg: Zv=2, (c,sigma/A)=[(3.5, 0.3), (-2.5, 0.4)], sigma_comp=0.40 A
Mg: core (occ,n,zeta a0)=[(2, 1, 11.7), (8, 2, 3.925)]
Mg: sum c sigma^2=-0.08500 A^2, core sum<r^2>=1.10290 A^2
Mg: alpha=-15.3809 eV A^3=-2.4643e-48 J m^3, s_core=-33.2617 V A^3
O: Zv=6, (c,sigma/A)=[(1.4, 0.16), (-0.4, 0.24)], sigma_comp=0.30 A
O: core (occ,n,zeta a0)=[(2, 1, 7.7)]
O: sum c sigma^2=0.01280 A^2, core sum<r^2>=0.02834 A^2
O: alpha=6.9485 eV A^3=1.1133e-48 J m^3, s_core=-0.8546 V A^3
O valence augmentation: w=0.5, 0.25/0.45 A, s_val=6.3333 V A^3
[B] s_Mg=-15.3809, s_O=6.9485, S_D=-276.78, S_bulk=-269.83 V A^3
[B] VBM shift=0.4520 eV, E(D,q) shift=-0.9273 eV
[B] Ef residual 64/216/512 sites=-0.0233/-0.0069/-0.0029 eV
[B] dP=-0.2489 GPa, relaxation volume shift=-0.929 A^3
[PAW] s_Mg=28.9522, s_O=48.8568, S_D=2441.03, S_bulk=2489.89 V A^3
[PAW] VBM shift=-4.1710 eV, E(D,q) shift=8.1784 eV
[PAW] Ef residual 64/216/512 sites=-0.1637/-0.0485/-0.0205 eV
[PAW] dP=2.1950 GPa, relaxation volume shift=8.190 A^3
[AE] s_Mg=-33.2617, s_O=5.4787, S_D=-894.54, S_bulk=-889.06 V A^3
[AE] VBM shift=1.4893 eV, E(D,q) shift=-2.9970 eV
[AE] Ef residual 64/216/512 sites=-0.0184/-0.0054/-0.0023 eV
[AE] dP=-0.8044 GPa, relaxation volume shift=-3.001 A^3
B=S_PAW-S_AE=3335.57 V A^3, B/Omega=5.5877 V
E_AE-E_PAW=-11.1754 eV=-1.7905e-18 J
E_AE-E_B=-2.0697 eV, E_PAW-E_B=9.1057 eV
Ef(PAW)-Ef(B), 64 sites=-0.1404 eV
```
